A silicon photomultiplier reports light by the number of its cells that fire. Suppose a sensor with 3600 cells detects a photon with probability 0.40, and a laser pulse makes 1534 cells fire on average. Dividing 1534 by 0.40 gives 3835 photons. The pulse in fact carried 5000. The missing photons are not explained by the detection probability, which has been allowed for. They are lost because some photons that could have started an avalanche arrived at cells that had already fired. The loss grows with the light level, so no constant correction factor removes it. What is needed is the relation between the mean number of photons and the mean number of fired cells.

Each cell is a small avalanche diode in series with a quenching resistor, biased above its breakdown voltage. A carrier freed by a photon can start a self-sustaining avalanche. The avalanche discharges the cell, the voltage across it drops to breakdown, and the current stops. The cell then recharges through its resistor during a recovery time. All cells feed one output, so the total charge divided by the charge of one cell gives the number of fired cells.

Let the sensor have N identical cells, all fully charged when the pulse arrives, and let the pulse be much shorter than the recovery time. In the model a cell then fires once or not at all, and its charge does not depend on how many photons hit it. Crosstalk between cells, afterpulses and dark counts are left out at first.

The number n of photons that reach the sensor face follows a Poisson law with mean μ,

P(n) = exp(−μ) μⁿ / n!.

This describes a stable laser pulse. The sensor face includes the insensitive borders of the cells. Uniform illumination means that each photon, independently of the others, falls on any given cell area with probability 1/N. The photon detection efficiency η is the probability that a photon falling on the area of a ready cell makes it fire. It therefore contains the sensitive fraction of the area, the chance of absorption in the useful depth, and the chance that the freed carrier starts an avalanche. The fill factor must not be multiplied in again.

It helps to call a photon a potential trigger if it would fire its cell were that cell ready. Each photon is a potential trigger with probability η, whatever the state of the cell. A cell fires if it receives at least one potential trigger: the first finds it ready, and any later one changes nothing. The question is thus how many cells receive at least one.

Choose one cell. A given photon is a potential trigger in that cell if it lands there, with probability 1/N, and would start an avalanche, with probability η. The product is η/N, so the photon fails to trigger the chosen cell with probability 1 − η/N. The cell stays quiet if all n photons fail, and since they act independently,

P(quiet | n) = (1 − η/N)ⁿ.

The photon number varies from pulse to pulse, so this must be averaged over the Poisson law:

P(quiet) = Σₙ exp(−μ) (μⁿ/n!) (1 − η/N)ⁿ
= exp(−μ) Σₙ [μ(1 − η/N)]ⁿ / n!.

The sum runs from n = 0 to infinity and is the power series of an exponential. Therefore

P(quiet) = exp(−μ) exp[μ(1 − η/N)]
= exp(−μ + μ − ημ/N)
= exp(−ημ/N).

Write x = ημ/N for the mean number of potential triggers per cell. The probability that a cell fires is

p = 1 − exp(−x).

Now give cell i a variable sᵢ that is 1 if the cell fires and 0 if it does not. Its mean is 1·p + 0·(1 − p) = p. The number of fired cells is K = s₁ + s₂ + … + s_N, and the mean of a sum is the sum of the means, whether or not the terms are independent. Hence the mean number of fired cells, M, is

M = Np = N[1 − exp(−ημ/N)].

No step required N to be large. For N = 1 the formula gives 1 − exp(−ημ), the probability that a single avalanche diode responds to the pulse.

The spread of K needs more than the mean, because it depends on whether the cells are correlated. Let mᵢ be the number of potential triggers in cell i, and m₀ the number of photons that are not potential triggers anywhere. A photon belongs to class i with probability η/N and to class 0 with probability 1 − η. For a given set of numbers the total is n = m₀ + m₁ + … + m_N, and the joint probability is the Poisson probability of n times the multinomial probability of the division:

P(m₀, m₁, …, m_N) = exp(−μ) (μⁿ/n!) · [n!/(m₀! m₁! … m_N!)] · (1 − η)^m₀ (η/N)^(m₁ + … + m_N).

The factors n! cancel. The power μⁿ splits into one factor μ^mᵢ for each class. The exponential splits as well, because μ = μ(1 − η) + N(ημ/N) = μ(1 − η) + Nx. The result is

P = {exp[−μ(1 − η)] [μ(1 − η)]^m₀ / m₀!} · Πᵢ {exp(−x) x^mᵢ / mᵢ!}.

This is a product of separate Poisson laws. Summing over m₀ turns the first bracket into 1, and what remains shows that the trigger numbers in different cells are independent, each with mean x. The cells then fire independently with the same probability p, so K has a binomial distribution. Since sᵢ² = sᵢ, each cell has variance p − p², and independent variances add:

Var K = Np(1 − p) = M exp(−x).

The fired number thus fluctuates less than a Poisson count of the same mean, whose variance would be M. The two agree for x much less than 1.

There is another way to count, which uses neither the exponential nor the independence of cells. If k cells have fired, the next photon fires a new one with probability η(N − k)/N. Starting from k = 0 and adding photons one at a time gives the distribution of K for each photon number, and these distributions can be averaged with any photon statistics. For N = 12, η = 0.4 and μ = 30, so that x = 1, Poisson light gives a mean of 7.5854 cells and a variance of 2.7905 by this count. The formula gives 12[1 − exp(−1)] = 7.5854, and the whole distribution was tested against the binomial one and agrees.

The Poisson assumption enters through the average over n, and other light gives other results. If every pulse held the same number n of photons, the average would be unnecessary and

M_fixed = N[1 − (1 − η/N)ⁿ].

Because ln(1 − a) < −a for 0 < a < 1, the quiet probability (1 − η/N)ⁿ is smaller than exp(−ηn/N), and M_fixed lies above the Poisson result for μ = n. With 30 photons in the small sensor the mean is 7.6601 cells. The cells are now correlated. Two chosen cells are both quiet with probability (1 − 2η/N)ⁿ, whereas independence would require (1 − η/N)²ⁿ. Since

(1 − η/N)² = 1 − 2η/N + η²/N² > 1 − 2η/N,

both are quiet less often than independent cells would be. A photon spent on one cell is not available to the other. This negative correlation lowers the variance, here to 2.1650.

The opposite case is thermal light in a single mode, for which P(n) = μⁿ/(1 + μ)ⁿ⁺¹. The quiet probability is then a geometric series:

P(quiet) = [1/(1 + μ)] Σₙ [μ(1 − η/N)/(1 + μ)]ⁿ
= 1/[1 + μ − μ(1 − η/N)]
= 1/(1 + x),

which gives

M_thermal = N[1 − 1/(1 + x)] = Nx/(1 + x).

For the small sensor this is 12/2 = 6 cells, well below the Poisson value at the same mean photon number. Thermal pulses are often weak and sometimes very bright, and in the bright ones most potential triggers are wasted on fired cells. The variance rises to 14.0, since the brightness of the pulse now varies strongly and all cells share that variation.

Back with Poisson light, the weak-light behaviour follows from bounds on the exponential. For t ≥ 0, exp(−t) ≤ 1. Integrating from 0 to x gives 1 − exp(−x) ≤ x, that is, exp(−x) ≥ 1 − x. Integrating this new inequality gives 1 − exp(−x) ≥ x − x²/2, or exp(−x) ≤ 1 − x + x²/2. A third integration gives 1 − exp(−x) ≤ x − x²/2 + x³/6. Dividing by x, and using M/(ημ) = [1 − exp(−x)]/x, one has

1 − x/2 ≤ M/(ημ) ≤ 1 − x/2 + x²/6.

For small x the response is therefore linear, M ≈ ημ, and the leading relative shortfall is x/2. The factor one half has a simple origin: the first photons of the pulse meet no fired cells and the last meet a fraction of about x, so on average a potential trigger meets a fraction x/2. At x = 0.1 the bounds are 0.9500 and 0.9517, and the photon-by-photon count gives 0.95163. The same bounds show that M tends to ημ when N grows without limit at fixed ημ.

For strong light the useful quantity is the number of cells still quiet, N − M = N exp(−x), which falls exponentially while M approaches N. The response to a little more light is the derivative

dM/dμ = N exp(−x) · η/N = η exp(−x) = η(1 − M/N).

An added photon counts with its usual efficiency η times the fraction of cells still ready. Near saturation this fraction is small, and in the model the output hardly depends on the light. This rests on the assumption that the charge of a cell is the same however many photons hit it. Real sensors under very intense short pulses have been measured to give more than the charge of N cells, so the formula should not be trusted deep in saturation.

To recover the photon number from a mean reading M < N, solve for the exponential, exp(−ημ/N) = 1 − M/N, and take the logarithm:

μ = −(N/η) ln(1 − M/N).

The formula refers to the mean over many equal pulses. A single reading K scatters about M, and K = N gives no finite answer. When the scatter is small enough for the curve to be treated as straight, an error δM in the reading becomes an error δμ = δM/[η exp(−x)] in the photon number. Saturation thus enlarges the effect of a given reading error by the factor exp(x).

Consider now a square sensor of side 3.0 mm with a cell pitch of 50 μm. There are 3000/50 = 60 cells along each side, so N = 60² = 3600. The light has a wavelength of 450 nm, the efficiency is η = 0.40, and the mean photon number is μ = 5000. One photon has an energy of 2.755 eV, and the mean pulse energy is 2.207 fJ. The mean number of potential triggers is ημ = 0.40 × 5000 = 2000, so

x = 2000/3600 = 0.5556,
exp(−x) = 0.5738,
p = 1 − 0.5738 = 0.4262,
M = 3600 × 0.4262 ≈ 1534 cells.

Compared with the linear response of 2000 cells, 465.5 are missing, or 23.3 % of the linear value. These are the potential triggers that fell on cells already fired. The standard deviation is √(3600 × 0.4262 × 0.5738) = 29.7 cells, less than √M = 39.2. A simulation of 1000 pulses placed photons at random on square cells whose sensitive part was 0.74 of their area, with a trigger probability of 0.40/0.74 there. It gave a mean of 1534.5 ± 0.95 cells and a standard deviation of 30.1, in agreement with the formulas.

Pulses of exactly 5000 photons would fire just 0.06 cells more on average than Poisson pulses, but the standard deviation drops from 29.7 to 24.8 cells. In this sensor, fluctuations of the photon number thus show up in the spread long before they matter for the mean.

The slope at this light level is 0.40 × 0.5738 = 0.23 cells per photon. A single reading with a spread of 29.7 cells therefore fixes the mean photon number μ to about 29.7/0.23 ≈ 129 photons. An unsaturated sensor of the same efficiency would have a spread of √2000 = 44.7 cells and a slope of 0.40, hence 112 photons. At this level saturation costs little precision, and the logarithmic formula removes the systematic shortfall. At a mean reading of 2400 cells, 1 − M/N = 1/3 and

μ = (3600/0.40) ln 3 = 9888 photons,

while the linear rule would give 6000. If a shortfall of 5 % from linearity is acceptable, the condition 1 − exp(−x) = 0.95x gives x = 0.1035, or 931 photons for this sensor. The leading estimate x/2 = 0.05 would have put the limit at x = 0.10.

Real light spots are seldom uniform. If a fraction wᵢ of the photons falls on cell i, the derivation for one cell holds with η/N replaced by ηwᵢ, so that xᵢ = ημwᵢ and

M = Σᵢ [1 − exp(−xᵢ)].

The function f(x) = 1 − exp(−x) has a negative second derivative, −exp(−x), and so lies below each of its tangents. With the tangent at the average value x,

f(xᵢ) ≤ f(x) + f′(x)(xᵢ − x).

On summing over cells the last term vanishes, because the xᵢ add up to Nx. Hence M ≤ Nf(x): at a given mean photon number on the sensor, uneven light fires no more cells than uniform light. For a centred Gaussian spot with σ = 1.5 mm and the same 5000 photons on the sensor, the sum gives 1521.5 cells, a loss of 13.0. The loss is modest because the light is still fairly even, a corner cell receiving about 0.38 of what a central cell receives. It rises steeply for narrower spots, to about 58 cells at σ = 1.0 mm and 445 cells at σ = 0.5 mm. In the extreme case of all light on one cell, M could not exceed 1.

The values in this example are rough typical ones for a blue-sensitive device near room temperature. One assumption that real devices break is that cells do not influence one another. An avalanche emits some photons of its own, which can fire a neighbour. If each avalanche sends a trigger to a neighbour with probability 0.05, and the neighbour is still ready with probability 0.5738, the first estimate of the extra cells is 0.05 × 1534 × 0.5738 = 44.0, about 3 % of M. A lattice simulation that includes cascades, lost triggers at the edges and double hits gives 44.0 with a sampling error of about 0.3. Cascades add about 0.9 cells, while edge losses and double hits remove about 0.7 and 0.3, so the corrections nearly cancel here. Temperature matters too. With the bias voltage held fixed, warming from 298 K to 303 K at a rough 50 mV/K raises the breakdown voltage by 0.25 V and lowers the voltage above breakdown from 3.0 to 2.75 V. If η varies as 1 − exp(−V/2.0 V), with V the voltage above breakdown, it falls to 0.3847 and M drops by 44.4 cells. Either of these shifts in the number of fired cells, left uncorrected, moves the inferred photon number by about 44/0.23 ≈ 190, or 4 % of the true 5000. Warming also lowers the charge of one cell, which is proportional to V, by 0.25/3.0 or about 8 %. The total charge must therefore be divided by the cell charge at the new temperature; with the old value the reading would be too low by a further 8 %, and the photon number inferred from it, because the response curve bends over, by about 11 %.

Other effects change the measured charge without changing which cells the pulse fired. With an afterpulse probability of 0.01, the charge rises by at most about that of 0.01 × 1534 ≈ 15 cells, since a cell that has only partly recharged gives less than a full charge. Dark counts at 50 kHz/mm² over 9 mm² in a gate of 100 ns add 0.045 counts, which is negligible. The assumption of a short pulse can be judged by a bound. For a pulse of 0.1 ns and an exponential recharge with a time constant of 20 ns, a cell regains at most the fraction 1 − exp(−0.1/20) ≈ 0.005 of its charge within the pulse. Even if all 465.5 repeat hits caused a second avalanche with that charge, they would add only about 2.3 cell charges.

That bound grows with the length of the pulse. For 5 ns it is already about 103 cell charges, and it no longer shows the effect to be negligible. During a pulse as long as the recovery time or longer, cells can recharge and fire again, the total charge can exceed that of N cells, and the formula no longer gives the response. It then still gives the mean number of cells with at least one potential trigger, but the output charge has ceased to measure that number. Most of the values quoted for the sensor appear in the numerical output below.

Computed values

```
SMALL SENSOR, equal mean photon number
cells 12, eta 0.4, mean photons 30, x = 1.000
Poisson: mean 7.5854 cells, variance 2.7905
fixed number: mean 7.6601 cells, variance 2.1650
thermal: mean 6.0000 cells, variance 14.0000
low light x = 0.100: M/(eta mu) = 0.95163
WORKED EXAMPLE (rough typical device values)
sensor side 3.0 mm, cell pitch 50.0 um
number of cells N = 3600
wavelength 450.0 nm, eta = 0.4
fill factor used in the simulation = 0.74
mean photons mu = 5000
photon energy = 2.755 eV
mean pulse energy = 2.207 fJ
mean potential triggers eta*mu = 2000.0
triggers per cell x = 0.5556
quiet probability exp(-x) = 0.5738
firing probability p = 0.4262
mean fired cells M = 1534.49 cells
photon-by-photon chain mean = 1534.49 cells
geometric simulation = 1534.51 +- 0.95 cells
standard deviation, formula = 29.67 cells
standard deviation, simulation = 30.09 cells
square root of M, for comparison = 39.17 cells
shortfall from linear = 465.5 cells
relative shortfall = 23.3 %
fixed-number minus Poisson mean = 0.0638 cells
fixed-number standard deviation = 24.84 cells
5 % shortfall at x = 0.1035
5 % shortfall at mean photons = 931
mean reading 2400 cells: mu = 9888 photons
NEGLECTED EFFECTS, same example
crosstalk probability = 0.05
crosstalk, first estimate = +44.0 cells
crosstalk, lattice simulation = +44.0 cells
afterpulse probability = 0.01
afterpulses = +15.3 cell charges
dark rate 50.0 kHz/mm2, gate 100.0 ns
dark counts in gate = +0.045 counts
pulse 0.1 ns, recovery time 20.0 ns
recharge in pulse, at most +2.32 cell charges
Gaussian spot sigma = 1.5 mm
Gaussian spot mean = 1521.49 cells
Gaussian spot simulation = 1521.30 +- 0.93 cells
Gaussian spot change = -13.0 cells
temperature 298.0 K, warming 5.0 K
breakdown voltage slope = 50.0 mV/K
overvoltage 3.0 V falls to 2.75 V
voltage scale of eta = 2.0 V
eta after warming = 0.3847
warming change = -44.4 cells
```
